# Mean Thickness of Island Films from Substrate Photoelectron Attenuation: verification in Python

```python
"""
Result under test: the uniform-film thickness inferred from attenuated
substrate photoelectrons never exceeds the true mean film thickness:
    -Lambda*cos(theta)*ln(S) <= mean(t).
S: substrate signal / clean signal; t: local thickness (nm);
Lambda: effective attenuation length (nm); theta: angle from the normal.
Example: hemispherical islands on random sites, all growing from cycle zero.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import dawsn

rng = np.random.default_rng(271828)
attenuation = 1.5             # nm, rough value
density_cm2 = 1.0e12          # islands per cm^2, rough value
density = density_cm2 / 1e14  # islands per nm^2
growth = 0.05                # nm per cycle, rough value
example_cycles = 100
radius = growth * example_cycles
root = np.sqrt(np.pi * density)


def mean_height(r):
    return r - dawsn(root * r) / root


def mean_square_height(r):
    return r**2 + np.expm1(-(root * r)**2) / root**2


def substrate_signal(r, length=attenuation):
    integral = quad(lambda z: np.exp(-z / length
                    - root**2 * (r**2 - z**2)), 0, r)[0]
    return np.exp(-r / length) + integral / length


def apparent_height(r):
    return -attenuation * np.log(substrate_signal(r))


def height_map(r, sites, cells, pitch):
    """Upper envelope of hemispheres in a periodic square box."""
    squared = np.zeros((cells, cells))
    reach = int(r / pitch) + 2
    offsets = np.arange(-reach, reach + 1)
    for x, y in sites:
        ix = int(x / pitch) + offsets
        iy = int(y / pitch) + offsets
        patch = (r**2 - (ix * pitch - x)[:, None]**2
                 - (iy * pitch - y)[None, :]**2)
        index = np.ix_(ix % cells, iy % cells)
        squared[index] = np.maximum(squared[index], patch)
    return np.sqrt(squared)


box, pitch = 200.0, 0.25
cells = int(box / pitch)
site_count = round(density * box**2)


def random_map(r):
    return height_map(r, rng.random((site_count, 2)) * box, cells, pitch)


# Jensen's inequality on arbitrary discrete thickness distributions.
for _ in range(2000):
    weights = rng.dirichlet(np.ones(6))
    heights = rng.exponential(3.0, 6)
    inferred = -attenuation * np.log(weights @ np.exp(-heights / attenuation))
    assert inferred < weights @ heights + 1e-12
uniform = np.full(50, 2.3)
uniform_reading = -attenuation * np.log(np.mean(np.exp(-uniform / attenuation)))
assert abs(uniform_reading - 2.3) < 1e-12

# Leading variance correction for a narrow, skewed distribution.
heights = np.array([3.0, 3.02])
weights = np.array([0.7, 0.3])
average = weights @ heights
variance = weights @ (heights - average)**2
inferred = -attenuation * np.log(weights @ np.exp(-heights / attenuation))
assert abs((average - inferred) / (variance / (2 * attenuation)) - 1) < 3e-3

# Ray paths through an isolated unit hemisphere at 60 degrees.
angle = np.pi / 3
step = 0.004
x = (np.arange(-2.2, 2.2, step) + step / 2)[:, None]
y = (np.arange(-1.1, 1.1, step) + step / 2)[None, :]
projection = x * np.sin(angle)
discriminant = projection**2 - (x**2 + y**2 - 1)
half_chord = np.sqrt(np.maximum(discriminant, 0))
path = (np.maximum(-projection + half_chord, 0)
        - np.maximum(-projection - half_chord, 0))
ray_volume = np.cos(angle) * path.sum() * step**2
hemisphere_volume = 2 * np.pi / 3
assert abs(ray_volume / hemisphere_volume - 1) < 2e-3

# Random maps test the height statistics and give the shadowed 45 degree case.
cos45 = np.cos(np.pi / 4)
samples = []
for _ in range(40):
    surface = random_map(radius)
    vertical_path = np.zeros_like(surface)
    for k in range(int(np.ceil(radius / pitch))):
        vertical_path += pitch * (np.roll(surface, -k, axis=0)
                                  > (k + 0.5) * pitch)
    samples.append([surface.mean(), np.mean(surface**2),
                    np.mean(np.exp(-surface / attenuation)),
                    np.mean(surface == 0),
                    np.mean(np.exp(-vertical_path / (attenuation * cos45)))])
map_mean, map_square, map_signal, map_bare, map_tilt = np.mean(samples, axis=0)
true_mean = mean_height(radius)
square = mean_square_height(radius)
signal = substrate_signal(radius)
apparent = apparent_height(radius)
bare = np.exp(-(root * radius)**2)
ceiling = -attenuation * np.log(bare)
tilt_reading = -attenuation * cos45 * np.log(map_tilt)
# Finite boxes and random sites leave sampling errors below about one percent.
for simulated, formula in [(map_mean, true_mean), (map_square, square),
                           (map_signal, signal), (map_bare, bare)]:
    assert abs(simulated / formula - 1) < 0.015
map_reading = -attenuation * np.log(map_signal)
assert map_reading < map_mean
assert map_reading < -attenuation * np.log(map_bare)
assert tilt_reading < map_mean

# Film emission summed layer by layer, then inverted as a uniform film.
sampled = surface[::4, ::4]
layer = 0.02
film_signal = 0.0
for z in np.arange(layer / 2, radius, layer):
    inside = sampled > z
    film_signal += (layer / attenuation
                    * np.exp(-(sampled[inside] - z) / attenuation).sum()
                    / sampled.size)
sampled_signal = np.mean(np.exp(-sampled / attenuation))
ratio_reading = brentq(lambda d: np.expm1(d / attenuation)
                       - film_signal / sampled_signal, 0, 20)
sampled_reading = -attenuation * np.log(sampled_signal)
assert abs(ratio_reading / sampled_reading - 1) < 0.01

# Delay measured by the first crossing of a chosen thickness.
threshold = 1.0
true_radius = brentq(lambda r: mean_height(r) - threshold, 0.1, 20)
apparent_radius = brentq(lambda r: apparent_height(r) - threshold, 0.1, 20)
true_cycle = true_radius / growth
apparent_cycle = apparent_radius / growth
immediate_cycle = threshold / growth
simulated_mean = np.mean([random_map(true_radius).mean() for _ in range(20)])
simulated_signal = np.mean([np.mean(np.exp(-random_map(apparent_radius)
                            / attenuation)) for _ in range(20)])
assert abs(simulated_mean / threshold - 1) < 0.02
assert abs(-attenuation * np.log(simulated_signal) / threshold - 1) < 0.02
assert apparent_cycle > true_cycle


def tangent_intercept(function, cycle):
    r = cycle * growth
    change = 1e-3
    slope = (function(r + change) - function(r - change)) / (2 * change)
    return (r - function(r) / slope) / growth


# Sizes of neglected effects, using the example's own island film.
short_reading = -attenuation * np.log(substrate_signal(radius, 0.8 * attenuation))
long_reading = -attenuation * np.log(substrate_signal(radius, 1.2 * attenuation))
assert max(short_reading, long_reading) < true_mean
reference_error = 0.05
reference_shift = attenuation * np.log(1 + reference_error)
carbon_thickness, carbon_length = 0.4, 3.0
carbon_signal = signal * np.exp(-carbon_thickness / carbon_length)
carbon_shift = -attenuation * np.log(carbon_signal) - apparent
spacing = 1 / np.sqrt(density)
ordered_sites = [((i + 0.5) * spacing, (j + 0.5) * spacing)
                 for i in range(4) for j in range(4)]
ordered = height_map(radius, ordered_sites, 800, 4 * spacing / 800)
ordered_mean = ordered.mean()
ordered_reading = -attenuation * np.log(np.mean(np.exp(-ordered / attenuation)))
assert ordered_reading < ordered_mean

# A two-height film for a hand calculation.
coverage, block_height = 0.5, 4.0
block_mean = coverage * block_height
block_signal = 1 - coverage + coverage * np.exp(-block_height / attenuation)
block_reading = -attenuation * np.log(block_signal)

print(f"Attenuation length: {attenuation:.2f} nm")
print(f"Island density: {density_cm2:.1e} cm^-2")
print(f"Radial growth: {growth:.3f} nm/cycle")
print(f"Two-height film: coverage {coverage:.2f}, height {block_height:.2f} nm")
print(f"Two-height signal: {block_signal:.4f}")
print(f"Two-height true mean: {block_mean:.3f} nm")
print(f"Two-height apparent: {block_reading:.3f} nm")
print(f"Example: {example_cycles} cycles, radius {radius:.2f} nm")
print(f"Covered fraction: {1 - bare:.4f}")
print(f"Substrate signal fraction: {signal:.4f}")
print(f"True mean thickness: {true_mean:.3f} nm")
print(f"Apparent thickness: {apparent:.3f} nm")
print(f"Apparent/true: {apparent / true_mean:.3f}")
print(f"Underestimate: {true_mean - apparent:.3f} nm")
height_variance = square - true_mean**2
print(f"Height standard deviation: {np.sqrt(height_variance):.3f} nm")
print(f"Variance estimate of deficit: {height_variance/(2*attenuation):.3f} nm")
print(f"Bare-area ceiling: {ceiling:.3f} nm")
print(f"Random-map mean: {map_mean:.3f} nm")
print(f"Random-map apparent: {map_reading:.3f} nm")
print(f"Ray volume/true volume at 60 deg: {ray_volume/hemisphere_volume:.5f}")
print(f"One map, substrate reading: {sampled_reading:.3f} nm")
print(f"One map, ratio reading: {ratio_reading:.3f} nm")
print("Cycles; bare fraction; signal; true nm; apparent nm; ratio")
for cycle in (10, 40, 80, 120, 160, 200):
    r = cycle * growth
    m, d = mean_height(r), apparent_height(r)
    print(f"{cycle:3d}; {np.exp(-(root*r)**2):.4f}; "
          f"{substrate_signal(r):.4f}; {m:.4f}; {d:.4f}; {d/m:.3f}")
print(f"Delay threshold: {threshold:.2f} nm")
print(f"Immediate uniform growth crossing: {immediate_cycle:.1f} cycles")
print(f"True crossing: {true_cycle:.1f} cycles")
print(f"Apparent crossing: {apparent_cycle:.1f} cycles")
print(f"True delay: {true_cycle - immediate_cycle:.1f} cycles")
print(f"Apparent delay: {apparent_cycle - immediate_cycle:.1f} cycles")
for cycle in (100, 200):
    print(f"Tangent at {cycle}: true intercept "
          f"{tangent_intercept(mean_height, cycle):.1f}, apparent "
          f"{tangent_intercept(apparent_height, cycle):.1f} cycles")
print(f"Reading if real Lambda is 20% shorter: {short_reading:.3f} nm")
print(f"Reading if real Lambda is 20% longer: {long_reading:.3f} nm")
print(f"Shift if reference is {100*reference_error:.0f}% high: "
      f"{reference_shift:+.3f} nm")
print(f"Carbon: {carbon_thickness:.2f} nm, length {carbon_length:.2f} nm")
print(f"Carbon shift: {carbon_shift:+.3f} nm")
print(f"Apparent at 45 deg with shadowing: {tilt_reading:.3f} nm")
print(f"Square-site spacing: {spacing:.2f} nm")
print(f"Square-site true mean: {ordered_mean:.3f} nm")
print(f"Square-site apparent: {ordered_reading:.3f} nm")
print("success")
```

It prints:

```
Attenuation length: 1.50 nm
Island density: 1.0e+12 cm^-2
Radial growth: 0.050 nm/cycle
Two-height film: coverage 0.50, height 4.00 nm
Two-height signal: 0.5347
Two-height true mean: 2.000 nm
Two-height apparent: 0.939 nm
Example: 100 cycles, radius 5.00 nm
Covered fraction: 0.5441
Substrate signal fraction: 0.5249
True mean thickness: 1.952 nm
Apparent thickness: 0.967 nm
Apparent/true: 0.495
Underestimate: 0.985 nm
Height standard deviation: 1.968 nm
Variance estimate of deficit: 1.291 nm
Bare-area ceiling: 1.178 nm
Random-map mean: 1.950 nm
Random-map apparent: 0.965 nm
Ray volume/true volume at 60 deg: 1.00000
One map, substrate reading: 0.982 nm
One map, ratio reading: 0.982 nm
Cycles; bare fraction; signal; true nm; apparent nm; ratio
 10; 0.9922; 0.9985; 0.0026; 0.0023; 0.886
 40; 0.8819; 0.9325; 0.1594; 0.1049; 0.658
 80; 0.6049; 0.6803; 1.1057; 0.5778; 0.523
120; 0.3227; 0.3789; 3.0015; 1.4556; 0.485
160; 0.1339; 0.1624; 5.4527; 2.7262; 0.500
200; 0.0432; 0.0540; 8.0045; 4.3788; 0.547
Delay threshold: 1.00 nm
Immediate uniform growth crossing: 20.0 cycles
True crossing: 77.0 cycles
Apparent crossing: 101.5 cycles
True delay: 57.0 cycles
Apparent delay: 81.5 cycles
Tangent at 100: true intercept 59.2, apparent 56.0 cycles
Tangent at 200: true intercept 72.3, apparent 104.8 cycles
Reading if real Lambda is 20% shorter: 1.034 nm
Reading if real Lambda is 20% longer: 0.901 nm
Shift if reference is 5% high: +0.073 nm
Carbon: 0.40 nm, length 3.00 nm
Carbon shift: +0.200 nm
Apparent at 45 deg with shadowing: 0.825 nm
Square-site spacing: 10.00 nm
Square-site true mean: 2.618 nm
Square-site apparent: 1.644 nm
success
```
